\section*{Supercell Contact Couplings of Shallow Donors and Their Inverse-Volume Extrapolation}

\section{Definitions and conventions}

A shallow donor binds one electron at distance scale $a^*=\epsilon/m^*$ bohr, where $\epsilon$ is the relative dielectric constant and $m^*$ the isotropic effective mass in electron masses. Except in the numerical example, lengths are in units of $a^*$ and energies in effective Hartree, $m^*/\epsilon^2$ Hartree. In these units the isolated envelope obeys
\begin{equation}
\left(-\tfrac12\nabla^2-\frac1r\right)F=EF,\qquad
F_0=\frac{e^{-r}}{\sqrt\pi},\qquad n_0=|F_0(0)|^2=\frac1\pi .
\end{equation}
In a supercell of volume $V$ the envelope is normalized over one cell, and $n=|F(0)|^2$ is its contact density. The isotropic coupling $A$ is defined by the spin Hamiltonian $hA\,\mathbf I\cdot\mathbf S$. For one fully spin-polarized electron,
\begin{equation}
A=Kn,\qquad
K=\frac{2\mu_0}{3h}\,g_e\mu_B\,g_n\mu_N\,\frac{\eta}{(a^*)^3},
\end{equation}
with $g_e>0$, $a^*$ expressed as a length, and $\eta$ the ratio of the true density at the nucleus to the envelope density. The model takes $\eta$ to be independent of cell size, so $A/A_\infty=n/n_0$.

The model has one isotropic band, Brillouin-zone sampling at $\Gamma$ only, no central-cell potential and no self-interaction. Each cell is neutral. The field of neighbouring cells is neglected, which is exact for spherical neutral cells and an approximation for cubes. The electron therefore sees $-1/r$ from the core of the cell it is in.

Within this model the contact coupling is overestimated in small cells, but not in all finite cells. Likewise, $1/V$ is the leading law for small cells and not the law of approach to the isolated donor. Among cells small enough for the contact density to exceed $n_0$, a straight line in $1/V$ through two cells of similar size is accurate only in a limited window of sizes, which the model locates. A widely spaced pair on both sides of that window can also return $n_0$, by cancellation of errors; cubes with $L=0.6$ and $L\approx1.58$ are an example.

\section{Boundary condition at $\Gamma$}

Take a cube of edge $L$ centred on the nucleus. The ground state is non-degenerate and even in $x$, and at $\Gamma$ it has period $L$. Hence
\begin{equation}
F(L/2+s)=F(-L/2+s)=F(L/2-s),
\end{equation}
where the first equality uses periodicity and the second uses evenness. The normal derivative vanishes on the face $x=L/2$, and by the same argument on all faces.

For analytic work the cube is replaced by a sphere of equal volume, $V=4\pi R^3/3=L^3$, with $F'(R)=0$. The cube is also solved directly for $0.6\le L\le4$, so the cost of this replacement is known in that range.

\section{What overlap alone gives}

The simplest picture superposes frozen envelopes, $F\propto\sum_{\mathbf T}F_0(\mathbf r-\mathbf T)$, over lattice vectors $\mathbf T$. Its squared norm in one cell is $\sum_{\mathbf T}S(T)$, because summing the cell integral over one set of lattice vectors extends it to all space. The overlap $S$ follows from elliptic coordinates $\lambda=(r_1+r_2)/T$ and $\mu=(r_1-r_2)/T$, with volume element $(T^3/8)(\lambda^2-\mu^2)\,d\lambda\,d\mu\,d\phi$:
\begin{align}
S(T)&=\frac{T^3}{4}\int_1^\infty d\lambda\,e^{-T\lambda}\int_{-1}^{1}d\mu\,(\lambda^2-\mu^2)
=\frac{T^3}{4}\int_1^\infty d\lambda\,e^{-T\lambda}\left(2\lambda^2-\tfrac23\right)\nonumber\\
&=e^{-T}\left(1+T+\tfrac13T^2\right).
\end{align}
The contact density of the superposition is
\begin{equation}
n_{\rm ov}=\frac1\pi\frac{\left(\sum_{\mathbf T}e^{-T}\right)^2}{\sum_{\mathbf T}S(T)} .
\end{equation}
Small cells are clearer in reciprocal space. The transform of $e^{-\kappa r}/r$ is $4\pi/(\kappa^2+G^2)$. Applying $-d/d\kappa$ and setting $\kappa=1$ gives $\tilde F_0(G)=8\sqrt\pi\,q_G$ with $q_G=(1+G^2)^{-2}$. The transform of $S$ is $\tilde F_0^2$. Poisson summation turns each lattice sum into $V^{-1}$ times a sum over reciprocal vectors, so
\begin{equation}
n_{\rm ov}V=\frac{\left(1+\sum_{\mathbf G\ne0}q_G\right)^2}{1+\sum_{\mathbf G\ne0}q_G^2}
=1+O(L^4).
\end{equation}
The last step uses $G\propto1/L$, hence $q_G\propto L^4$ for small $L$.

This is the origin of the $1/V$ law: overlapping images make the envelope nearly uniform, and one electron spread over $V$ has density $1/V$. When $V$ is well below $\pi$, this exceeds $n_0$. However, $n_{\rm ov}=1/V+O(L)$, so the intercept of a line in $1/V$ tends to zero rather than to $n_0$. For $V\ll\pi$ frozen overlap explains most of the overestimate, but it does not justify the extrapolation. The missing ingredient is relaxation of the envelope in the Coulomb well.

\section{Small cells with relaxation}

Set $x=r/R$ and expand in $R$, which measures the Coulomb energy relative to the kinetic energy:
\begin{equation}
F=C(1+Rp_1+R^2p_2+\cdots),\qquad ER^2=R\varepsilon_1+R^2\varepsilon_2+\cdots,
\end{equation}
with $p_i(0)=0$, so that $C=F(0)$. Multiplying the wave equation by $R^2$ gives $-\frac12\nabla_x^2F-(R/x)F=ER^2F$. Its first two orders are
\begin{align}
-\tfrac12\nabla_x^2p_1&=\frac1x+\varepsilon_1,\\
-\tfrac12\nabla_x^2p_2&=\frac{p_1}{x}+\varepsilon_1p_1+\varepsilon_2 .
\end{align}
Let $\langle f\rangle=3\int_0^1x^2f\,dx$, so $\langle x^k\rangle=3/(k+3)$. Zero slope at $x=1$ makes the average of each left side vanish. The first order gives $\varepsilon_1=-\langle1/x\rangle=-3/2$. With $\nabla_x^2x^k=k(k+1)x^{k-2}$,
\begin{equation}
p_1=-x+\tfrac12x^2,
\end{equation}
whose slope at $x=1$ is zero. The second-order source is $-1+2x-\frac34x^2+\varepsilon_2$. Its average must vanish, so $\varepsilon_2=1-\frac32+\frac9{20}=-\frac1{20}$. Then $\nabla_x^2p_2=\frac{21}{10}-4x+\frac32x^2$, and
\begin{equation}
p_2=\tfrac7{20}x^2-\tfrac13x^3+\tfrac3{40}x^4 .
\end{equation}
Its edge slope is $\frac7{10}-1+\frac3{10}=0$. The averages needed for normalization are
\begin{align}
\langle p_1\rangle&=-\tfrac34+\tfrac3{10}=-\tfrac9{20},\\
\langle p_1^2\rangle&=\tfrac35-\tfrac12+\tfrac3{28}=\tfrac{29}{140},\\
\langle p_2\rangle&=\tfrac{21}{100}-\tfrac16+\tfrac9{280}=\tfrac{317}{4200}.
\end{align}
Since $C^2V\langle(1+Rp_1+R^2p_2)^2\rangle=1$ and $n=C^2$,
\begin{align}
\frac1{nV}&=1-\tfrac9{10}R+\left(\tfrac{29}{140}+\tfrac{317}{2100}\right)R^2+O(R^3)
=1-\tfrac9{10}R+\tfrac{188}{525}R^2+O(R^3),\\
nV&=1+\tfrac9{10}R+\left(\tfrac{81}{100}-\tfrac{188}{525}\right)R^2+O(R^3)
=1+\tfrac9{10}R+\tfrac{949}{2100}R^2+O(R^3).
\label{eq:small}
\end{align}
The Coulomb attraction raises the contact density above the uniform value. The corrections to $n=1/V$ are of order $V^{-2/3}$ and $V^{-1/3}$, followed by a constant. A plot against $1/V$ is therefore curved.

\section{Where a straight line works}

The tangent to $n$ plotted against $y=1/V$ has intercept $I=n-y\,dn/dy$. Because $y\propto R^{-3}$, $y\,d/dy=-(R/3)\,d/dR$, and
\begin{equation}
I(R)=n+\frac R3\frac{dn}{dR}.
\end{equation}
A term $R^{k-3}$ in $n$ is multiplied by $1+(k-3)/3=k/3$. The pure $1/V$ term ($k=0$) drops out, as intended. Equation (\ref{eq:small}) leaves
\begin{equation}
I=\frac3{4\pi}\left[\frac3{10R^2}+\frac{949}{3150R}+O(1)\right].
\end{equation}
The intercept diverges in very small cells: the line removes the largest error but not the next two. Solving the sphere numerically over $0.4\le R\le1$ gives $I=n_0$ at $R=0.674$, or $L=1.09$. Near this size the straight line is accurate because $I(R)$ passes through the correct value, not because $n$ has become linear with intercept $n_0$.

\section{Large cells and the undershoot}

For large $R$ write $E=-\frac12+\delta$ and, with $F(0)$ temporarily set to one, $F=e^{-r}(1+\delta g)$. To first order in $\delta$ the wave equation becomes
\begin{equation}
\left(r^2e^{-2r}g'\right)'=-2r^2e^{-2r},\qquad
g'=-\frac{2e^{2r}}{r^2}\int_0^rs^2e^{-2s}\,ds .
\end{equation}
The integral tends to $1/4$, hence $g'\simeq-e^{2r}/(2r^2)$ and $g\simeq-e^{2r}/(4r^2)$. The edge condition is $-(1+\delta g)+\delta g'=0$, so
\begin{equation}
\delta=\frac1{g'(R)-g(R)}\simeq-4R^2e^{-2R}.
\end{equation}
Three changes enter the radial norm $\int_0^Rr^2F^2dr$, which is $1/4$ for the free donor:
\begin{itemize}
\item Cutting off the tail removes about $\frac12R^2e^{-2R}$.
\item The cross term is $2\delta\int_0^Rr^2e^{-2r}g\,dr$. Its integrand tends to $-1/4$, so it contributes $2\delta(-R/4)\simeq+2R^3e^{-2R}$.
\item The term in $\delta^2g^2$ is of order $R^2e^{-2R}$.
\end{itemize}
The cross term dominates by one power of $R$. The norm becomes $\frac14(1+8R^3e^{-2R})$, and since $n$ is inversely proportional to it,
\begin{equation}
\frac n{n_0}-1\simeq-8R^3e^{-2R}.
\end{equation}
The zero-slope condition raises $F/F(0)$ above $e^{-r}$. Because the integrand of the cross term is nearly constant, the added norm is spread over the whole radius rather than confined to the region near the boundary. It lowers the contact density, so the isolated value is approached from below. The computed error divided by this law is 1.17 at $R=12$ and 1.08 at $R=40$, consistent with slowly decaying relative corrections.

The exponent in this law belongs to the sphere. At equal volume $R=0.62L$, so $e^{-2R}=e^{-1.24L}$. In a cube the nearest images lie at distance $L$, and the deficit decays as $e^{-L}$ up to powers of $L$, which is slower. The sphere law should therefore not be used for the size of the error in a large cubic cell.

In the sphere model $n$ falls through $n_0$ at $L=2.36$ and reaches its lowest value, $0.63\,n_0$, near $L=4.2$. A larger cell is thus not necessarily a better one in this range.

\subsection{A different electrostatic convention}

Suppose a uniform negative background, rather than the donor electron, compensates the core charge. In the sphere its potential energy for the electron is $3/(2R)-r^2/(2R^3)$. The constant has no effect on $F$. Write the rest as $\lambda r^2$ with $\lambda=-1/(2R^3)$, and $F=F_0(1+f)$. Using $\langle r^2\rangle_0=3$ in the free $1s$ state, first-order perturbation theory gives
\begin{equation}
-\tfrac12\left(f''+\frac2rf'\right)+f'=-\lambda(r^2-3),\qquad
f=d-\lambda\left(\tfrac13r^3+r^2\right).
\end{equation}
Substitution confirms this: the left side is $\lambda(r+1)+\lambda(r+2)-\lambda(r^2+2r)=\lambda(3-r^2)$. Normalization requires $\langle f\rangle_0=0$. With $\langle r^3\rangle_0=15/2$, $d=\lambda(\frac52+3)=\frac{11}2\lambda$. Therefore
\begin{equation}
\frac n{n_0}-1\simeq2f(0)=11\lambda=-\frac{11}{2R^3}=-\frac{22\pi}{3V}.
\end{equation}
This is a genuine asymptotic $1/V$ law, but it describes an underestimate caused by electrostatics, not an overestimate caused by overlap. The two conventions must not be mixed in one fit.

\section{Extrapolation scheme}

Let $n_s(R)$ be the contact density of the sphere model in effective units. For physical radii $R_1,R_2$ and an unknown effective radius $a$, the couplings obey $A_i=K_0a^{-3}n_s(R_i/a)$, where $K_0$ is common to both cells. Taking a ratio eliminates $K_0$:
\begin{equation}
\frac{A_1}{A_2}=\frac{n_s(R_1/a)}{n_s(R_2/a)},\qquad
A_\infty=A_1\frac{1/\pi}{n_s(R_1/a)} .
\label{eq:model}
\end{equation}
If the larger cell has the larger coupling, it lies beyond the minimum of $n_s$, and two values of $a$ can fit the same ratio. Such a pair needs independent knowledge of $a^*$ to select the right one. If $a^*$ is known independently, the second formula needs only one cell. The straight-line estimate is
\begin{equation}
A_{\rm line}=\frac{V_2A_2-V_1A_1}{V_2-V_1}.
\label{eq:line}
\end{equation}

The sphere is solved by the series $F=\sum_kd_kx^k$. Equating powers of $x$ in the wave equation gives the recursion below.

\begin{verbatim}
function sphere_density(R):
    function coefficients(E):
        d[0] = 1;  d[-1] = 0
        for k = 1 ... 140:
            d[k] = -2*(R*d[k-1] + E*R^2*d[k-2]) / (k*(k+1))
        return d
    high = min(-3/(2R), -1/2)
    find E in [high-1, high] with sum(k*d[k]) = 0
    return 1 / (4*pi*R^3 * integral_0^1 x^2 F(x)^2 dx)

function extrapolate(R1, A1, R2, A2):
    find a with n_s(R1/a)/n_s(R2/a) = A1/A2
    return A1 / (pi * n_s(R1/a))
\end{verbatim}

Both entries in \texttt{high} are variational upper bounds. A constant trial function has energy $-\langle1/r\rangle=-3/(2R)$. For $e^{-r}$ cut at $R$, integrating the kinetic energy by parts gives $-1/2$ plus a negative surface term. The lower end of the bracket is a working choice, so an implementation should check for a sign change.

\subsection{The cubic reference}

The cube is solved by making
\begin{equation}
E[F]=\frac{\int\left(\frac12|\nabla F|^2-F^2/r\right)d^3r}{\int F^2\,d^3r}
\end{equation}
stationary. Varying the kinetic term leaves a surface integral of $\delta F\,\partial_nF$. Since $\delta F$ is free on the faces, $\partial_nF=0$ follows without being imposed. The basis is $r^k$, $(x^4+y^4+z^4)r^k$ and $x^2y^2z^2r^k$ with $k\ge0$. It has cubic symmetry and contains the linear term needed for the nuclear cusp. Only the constant function is non-zero at the nucleus, so its coefficient gives $n$.

The substitution $(x,y,z)=(tu,tv,t)$ with $0\le u,v\le1$ covers $1/24$ of the cube. Its Jacobian $t^2$ removes the Coulomb singularity.

\subsection{Cost and stability}

The reference uses 20 functions and $24\times16\times16=6144$ quadrature points. Each matrix product costs about $20^2\times6144\approx2.5\times10^6$ multiplications, and diagonalization is negligible. Powers of $r$ are nearly dependent, so the functions are normalized and overlap eigenvalues below $10^{-11}$ are discarded. Reducing the basis changes $n$ at $L=4$ by 0.07\,\%. The basis contains no angular functions above $l=6$. A solution converged in the higher cubic harmonics lies higher by about 0.01\,\% at $L=0.6$ and 0.08\,\% at $L=4$, so the fourth digit of the cubic couplings is uncertain.

Each trial energy for the sphere costs 140 recursion steps, and the root search needs several trial energies. The series adds terms of size up to roughly $e^R$ to obtain a result near $e^{-R}$, so rounding errors grow as $e^{2R}$. At $R=12$ the factor $e^{2R}\approx3\times10^{10}$ times a rounding unit of $10^{-16}$ suggests an error in the edge slope of order $10^{-6}$ to $10^{-5}$, relative to the slope of $e^{-r}$ there; much larger spheres need extended precision.

\section{Worked example}

Take $\epsilon=12$ and $m^*=0.3$, so $a^*=12/0.3=40$ bohr, or 21.2 \AA. These values are illustrative and do not describe a real donor. The measured coupling of phosphorus in silicon, about 117 MHz, is far larger than the value below, largely because of valley and central-cell effects. The smallest cells used here span only a few lattice constants of such a host, where an envelope description is itself rough. With $\eta=200$ and $g_n=2$, the coupling per unit true density is $1600.5$ MHz\,bohr$^3$ and the isolated envelope density is $4.974\times10^{-6}$ bohr$^{-3}$. Hence
\begin{equation}
A_\infty=1600.5\times200\times4.974\times10^{-6}=1.592\ {\rm MHz}.
\end{equation}

The cubic cell with $L=24$ bohr gives 33.0 MHz, too large by a factor of 20.7. Frozen overlap accounts for a factor of 14.6, and relaxation supplies the rest. At 40 bohr the factor is 5.7. At 96 bohr the coupling is within 2\,\% of the isolated value, but this is a crossing and not convergence: at 160 bohr it is 1.05 MHz, or 0.66 of the isolated value.

For cells of 40 and 48 bohr, $V_1=1$ and $V_2=1.2^3=1.728$ in units of $(a^*)^3$. Equation (\ref{eq:line}) gives
\begin{equation}
A_{\rm line}=\frac{1.728\times5.954-9.091}{0.728}=1.65\ {\rm MHz},
\end{equation}
3\,\% above $A_\infty$. This pair brackets the size $L=1.09\,a^*$ at which the sphere's tangent intercept is correct. Cells of 24 and 32 bohr give 3.09 MHz, 94\,\% too high, and cells of 56 and 72 bohr give 1.10 MHz, 31\,\% too low. Applied to the frozen-overlap densities of the smallest pair, the line returns only 6\,\% of the isolated value, as the vanishing intercept predicts.

Equation (\ref{eq:model}) gives 1.75, 1.73 and 1.71 MHz for the three pairs in order of size. These are 10, 9 and 8\,\% too high. It is less accurate than the line for the middle pair, but its error varies far less with cell size. The bias comes from using a sphere for cubic data. The smallest pair yields $a=38.8$ bohr instead of 40, and since $A_\infty=K_0/(\pi a^3)$, this alone contributes a factor $(40/38.8)^3\approx1.10$. If $a^*=40$ bohr is supplied, the 40-bohr cell alone gives $9.091/5.596=1.62$ MHz, where 5.596 is the sphere's $n/n_0$; the error is then 2\,\%.

\section{Failure modes}

\paragraph{Amplified input errors.} In equation (\ref{eq:line}) an error in $A_2$ is multiplied by $V_2/(V_2-V_1)$. For the 40 and 48 bohr pair this factor is $1.728/0.728=2.37$. A 1\,\% error in $A_2=5.95$ MHz shifts the result by 0.14 MHz, or 9\,\% of $A_\infty$.

The two-cell model fit is also sensitive. To leading order in small cells,
\begin{equation}
\ln\frac{A_1V_1}{A_2V_2}\simeq-\frac{9(R_2-R_1)}{10a}.
\end{equation}
For 24 and 32 bohr the right side is about $-0.11$. A 1\,\% error in the coupling ratio therefore changes $a$ by about 9\,\% at this order, and by 7 to 9\,\% in the full fit. At fixed $A_1$, equation (\ref{eq:model}) makes $A_\infty$ vary as about $a^{-2.6}$ here, because $d\ln n_s/d\ln R\simeq-3+\frac9{10}R$, so $A_\infty$ changes by about a fifth. Widely separated cells, or an independent $a^*$, reduce this sensitivity.

\paragraph{Misleading agreement.} The three model results differ by about 2\,\%, yet all are 8 to 10\,\% too high. Agreement between pairs does not reveal a shared shape error. Tabulating the cubic density in place of $n_s$ removes this particular error.

\paragraph{Wrong size window.} A line through cells much smaller than $a^*$ overshoots. A line through cells somewhat larger than the window undershoots. Near $L=2.4\,a^*$ a single cell gives the isolated value by accident, although the density still changes steeply with size. Near $L=4.2\,a^*$ the sphere density is stationary, so cells of neighbouring sizes agree with each other while lying about 37\,\% too low. Comparing $L$ with $a^*$ should precede any fit.

\paragraph{Physics outside the model.} Several valleys, an anisotropic mass, other $k$ points, a central-cell potential or residual self-interaction change $n(R)$, and with it the useful window. A size-dependent $\eta$ breaks the cancellation of $K_0$. Even the leading small-cell law can change. At a zone-boundary $k$ point the lowest even envelope in a small cell is a cosine rather than a constant, so its contact density is about $2/V$ if one direction is antiperiodic and $8/V$ if all three are. The numerical window found here does not carry over to such cases without a new calculation. The values behind the example and the limiting laws are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
dielectric constant 12, effective mass 0.3 m_e
Bloch enhancement 200, nuclear g factor 2
effective Bohr radius a*: 40.0 bohr = 21.17 angstrom
coupling per unit density: 1600.47 MHz bohr^3
isolated envelope density: 4.9736e-06 bohr^-3
isolated coupling: 1.5920 MHz
Cubic cells; ratios are to the isolated value
L/bohr  L/a*   R/a*   A/MHz    cube    sphere  overlap
   24    0.6  0.3722  33.0000  20.7283  20.4684  14.5841
   32    0.8  0.4963  15.7109   9.8685   9.7067   6.1885
   40    1.0  0.6204   9.0907   5.7102   5.5956   3.2069
   48    1.2  0.7444   5.9542   3.7400   3.6519   1.8960
   56    1.4  0.8685   4.2501   2.6696   2.5979   1.2354
   72    1.8  1.1166   2.5808   1.6211   1.5680   0.6551
   96    2.4  1.4888   1.6144   1.0141   0.9740   0.3879
  160    4.0  2.4814   1.0545   0.6624   0.6351   0.4107
largest sphere-cube difference, L<=1.8 a*: 3.27 %
basis change of density at L=4 a*: 0.0713 %
Extrapolated coupling from pairs of cubic cells
L1/bohr L2/bohr line/MHz ratio  model/MHz ratio  fitted a/bohr
   24      32    3.0945   1.944    1.7519   1.100     38.76
   40      48    1.6457   1.034    1.7336   1.089     38.93
   56      72    1.0974   0.689    1.7128   1.076     39.15
line from frozen overlap, 24 and 32 bohr, ratio: 0.0620
Sphere model, characteristic sizes
density equals isolated value: R=1.4618 a*, L=2.3564 a*
tangent intercept is correct:  R=0.6737 a*, L=1.0860 a*
lowest density: ratio 0.6332 at R=2.589 a*, L=4.173 a*
n*V at R=0.02 a*: numerical 1.01818211, series 1.01818076
tangent intercept at R=0.05 a*: 30.121, law 30.086 a*^-3
error / (-8R^3 exp(-2R)): 1.1744 at R=12, 1.0767 at R=40 a*
background tail V(n/n0-1): -23.213 at R=12 a*, law -23.038 a*^3
\end{verbatim}
